# Series resistance of a tantalum nitride barrier at a via bottom

## The question

A via is a vertical metal plug joining two levels of wiring on a chip. A copper via of circular cross-section stands on a copper line. Tantalum nitride, used to keep copper from diffusing into the surrounding insulator, also lies as a flat layer across the bottom of the via, so current must cross this layer to pass between via and line.

Use the following rough values:

- barrier thickness \(t=3\) nm and resistivity \(\rho=200\ \mu\Omega\,\mathrm{cm}\);
- diameter of the opening filled by the barrier, \(d=20\) nm;
- resistivity of copper in so narrow a via, \(\rho_{\rm Cu}=10\ \mu\Omega\,\mathrm{cm}\).

Except in part (d), the whole 20 nm opening carries current, and the via wall is insulating. Both materials obey Ohm's law with a local, isotropic resistivity. Contact resistance at the interfaces is left out until part (e). Lengths are in nm and resistances in \(\Omega\).

## (a) The barrier in series

**Question.** Assuming that the current density is uniform and perpendicular to the layer, show that the barrier adds about 19 ohms in series.

**Answer.** Let \(I\) be the current and \(A\) the area of the opening. A uniform perpendicular current density has magnitude

\[
J=\frac{I}{A}.
\]

Ohm's law gives the field in the layer, \(E=\rho J\). This field is also uniform, so the voltage across the layer is the field times the thickness:

\[
V=Et=\rho Jt=\frac{\rho t}{A}I .
\]

Dividing by \(I\), and using \(A=\pi d^2/4\), gives

\[
R=\frac{V}{I}=\frac{\rho t}{A}=\frac{4\rho t}{\pi d^2}.
\]

For the units, \(1\ \mu\Omega\,\mathrm{cm}=10^{-6}\ \Omega\times10^{7}\ \mathrm{nm}=10\ \Omega\,\mathrm{nm}\). Hence \(\rho=2000\ \Omega\,\mathrm{nm}\), and

\[
\rho t=2000\times3=6000\ \Omega\,\mathrm{nm^2},
\qquad
A=\frac{\pi(20)^2}{4}=314.16\ \mathrm{nm^2},
\]

\[
R=\frac{6000}{314.16}=19.1\ \Omega .
\]

The same current crosses the copper and the barrier. Their voltages therefore add, and so do their resistances. This is the sense in which the layer adds about \(19\ \Omega\).

At fixed \(\rho\) and \(d\), the resistance is proportional to thickness. At fixed \(\rho\) and \(t\), it varies as \(1/d^2\), so halving the diameter multiplies it by four. An opening only 1 nm narrower gives \(19.1\times(20/19)^2=21.2\ \Omega\), an increase of about 11%.

## (b) Adding a layer or replacing copper

**Question.** Suppose that the height of the via is fixed, so the barrier takes the place of 3 nm of copper. Find the net increase in resistance. Compare the barrier with a copper column 40 nm tall and of the same diameter.

**Answer.** The copper that is removed had resistance \(\rho_{\rm Cu}t/A\). The net increase is therefore

\[
\Delta R=\frac{\rho t}{A}-\frac{\rho_{\rm Cu}t}{A}
=\frac{(\rho-\rho_{\rm Cu})t}{A}.
\]

With \(\rho_{\rm Cu}=100\ \Omega\,\mathrm{nm}\), the copper removed accounts for \(100\times3/314.16=0.95\ \Omega\). The net increase is

\[
\Delta R=\frac{(2000-100)\times3}{314.16}=18.1\ \Omega .
\]

Both 19.1 and 18.1 \(\Omega\) are correct answers, to different questions. The first is the resistance of the layer, and the second compares two vias of equal height.

The 40 nm column has resistance \(100\times40/314.16=12.7\ \Omega\), less than that of the 3 nm barrier. The reason is the ratio of resistivities, \(2000/100=20\): at equal area, 3 nm of barrier resists as much as \(20\times3=60\) nm of this copper.

## (c) Is the current uniform?

**Question.** Below the via the current spreads into a wider line, so it need not be uniform over the opening. For a via of fixed height between two equipotential electrodes, with \(\rho>\rho_{\rm Cu}\), show that the net increase caused by the barrier cannot be less than the result of part (b). How large is the excess likely to be?

**Answer.** We first need a minimum principle. Let \(\mathbf J\) be the true steady flow carrying current \(I\), with \(r(\mathbf x)\) the local resistivity. It obeys \(\nabla\cdot\mathbf J=0\) and \(r\mathbf J=-\nabla V\), and no current crosses the insulating walls. Its dissipated power is

\[
P[\mathbf J]=\int r|\mathbf J|^2\,d^3x=RI^2 .
\]

Take any other divergence-free flow \(\mathbf J+\mathbf j\) with the same total current and no flow through the walls. Then

\[
P[\mathbf J+\mathbf j]
=P[\mathbf J]+2\int r\mathbf J\cdot\mathbf j\,d^3x
+\int r|\mathbf j|^2\,d^3x .
\]

Since \(\nabla\cdot\mathbf j=0\), we have \(\nabla V\cdot\mathbf j=\nabla\cdot(V\mathbf j)\). The middle term becomes a surface integral:

\[
2\int r\mathbf J\cdot\mathbf j\,d^3x
=-2\int\nabla V\cdot\mathbf j\,d^3x
=-2\oint V\mathbf j\cdot d\mathbf S=0 .
\]

It vanishes because \(\mathbf j\) does not cross the walls, while on each electrode \(V\) is constant and the net flux of \(\mathbf j\) is zero. At the boundary between two materials, \(V\) and the normal component of \(\mathbf j\) are continuous, so the contributions from its two sides cancel. The remaining term is not negative. Thus the true flow has the least dissipation for a given current.

Now let \(R_0\) be the resistance with copper throughout, and \(R_1\) the resistance with the barrier in place. Let \(\mathbf J_1\) be the true flow with the barrier. It is an allowed trial flow for the all-copper case, so

\[
R_0I^2\leq\int\rho_{\rm Cu}|\mathbf J_1|^2\,d^3x .
\]

The two cases differ in resistivity only inside the layer. The right-hand side is therefore the power with the barrier, less the extra power due to the higher resistivity there:

\[
R_0I^2\leq R_1I^2-(\rho-\rho_{\rm Cu})
\int_{\rm layer}|\mathbf J_1|^2\,d^3x .
\]

Rearranging gives

\[
(R_1-R_0)I^2\geq(\rho-\rho_{\rm Cu})
\int_{\rm layer}|\mathbf J_1|^2\,d^3x .
\]

Let \(J_z\) be the perpendicular component of \(\mathbf J_1\). All the current crosses each horizontal section of the layer, so the Cauchy–Schwarz inequality gives

\[
I^2=\left(\int J_z\,dA\right)^2
\leq A\int J_z^2\,dA,
\qquad\text{hence}\qquad
\int J_z^2\,dA\geq\frac{I^2}{A}.
\]

Since \(|\mathbf J_1|^2\geq J_z^2\), integration over the thickness yields

\[
\int_{\rm layer}|\mathbf J_1|^2\,d^3x\geq\frac{I^2t}{A},
\qquad
R_1-R_0\geq\frac{(\rho-\rho_{\rm Cu})t}{A}.
\]

The two inequalities also identify the sources of any excess. One is non-uniform or sideways flow within the layer. The other is that \(\mathbf J_1\) is not the flow that the all-copper structure would choose.

To estimate the size of the excess, the conduction equation \(\nabla\cdot(\nabla V/r)=0\) was solved numerically for a 20 nm tall via. It stands on a copper cylinder of radius 40 nm and thickness 40 nm, which represents the line. The top of the via and the bottom of the cylinder are the electrodes, and the grid step is 0.5 nm. The resistances are:

- 27.135 \(\Omega\) with 17 nm of copper and 3 nm of barrier in the via;
- 8.925 \(\Omega\) with 20 nm of copper;
- 7.970 \(\Omega\) with 17 nm of copper and no barrier.

Replacing copper by barrier thus adds \(27.135-8.925=18.21\ \Omega\), about 0.07 \(\Omega\) more than the uniform-current value. Inserting the barrier above the line, with 17 nm of copper kept, adds \(27.135-7.970=19.17\ \Omega\), against 19.10 \(\Omega\) from part (a). In this geometry the uniform-current formula is therefore good to better than 1%. The last digits depend on the grid, because the current crowds at the corner where via meets line. As the step is refined the three resistances fall by 0.01 to 0.02 \(\Omega\), to about 27.13, 8.91 and 7.95 \(\Omega\). The two differences rise by about 0.01 \(\Omega\), to 18.22 and 19.18 \(\Omega\), and the excess of 0.07 \(\Omega\) becomes about 0.08 \(\Omega\).

## (d) When 20 nm is the etched diameter

**Question.** Suppose instead that 20 nm is the diameter of the hole before filling, and that 3 nm of barrier coats its sidewall as well as its bottom. Treat the copper core as a perfect conductor and the lower face of the barrier as an equipotential. Find lower and upper bounds on the barrier resistance, and explain why the true value lies between them.

**Answer.** The core now has diameter

\[
d_{\rm c}=d-2t=20-6=14\ \mathrm{nm}.
\]

Current can leave through the bottom of the core. It can also leave through the side of the core, enter the sidewall barrier, and travel down and outwards to the 20 nm lower face.

The minimum principle of part (c) shows that lowering the resistivity anywhere cannot raise the resistance. The old flow remains an allowed trial flow, its dissipation does not increase, and the new true flow dissipates no more than that.

For the lower bound, imagine a perfectly conducting sheet over the whole plane at the top of the bottom layer. This can only lower the resistance. The sheet is at the core potential, so uniform current crosses the full 20 nm disc, and the resistance is that of part (a), 19.1 \(\Omega\).

For the upper bound, keep only the barrier directly below the core. Removing the rest can only raise the resistance. What remains is a uniform disc 14 nm across:

\[
R_{\rm upper}=\frac{4\rho t}{\pi d_{\rm c}^2}
=\frac{4\times6000}{\pi(14)^2}=39.0\ \Omega .
\]

Therefore

\[
19.1\ \Omega<R_{\rm lined}<39.0\ \Omega .
\]

The inequalities are strict because neither limiting flow is the actual one: the actual current spreads outwards below the core, but does not fill the 20 nm disc uniformly.

A numerical solution gives 22.69 \(\Omega\) with a grid step of 0.25 nm and 22.65 \(\Omega\) with 0.125 nm. The value still falls slightly as the grid is refined, so the lined resistance is about 22.6 \(\Omega\), some 3.5 \(\Omega\) or 18% above that of part (a). It corresponds to a uniformly used disc of area \(6000/22.6=265\ \mathrm{nm^2}\), or diameter 18.4 nm. Putting the core diameter into the simple formula would greatly overestimate the barrier resistance, because it forbids the outward spreading.

The lining also narrows the copper. If the core alone carries the current and its resistivity is held fixed, the 40 nm column changes from 12.7 \(\Omega\) to

\[
12.73\left(\frac{20}{14}\right)^2=26.0\ \Omega .
\]

This is an upper estimate, because the sidewall film conducts in parallel with the core. With core area \(49\pi=153.9\ \mathrm{nm^2}\) and ring area \(51\pi=160.2\ \mathrm{nm^2}\), the column has \(40/(153.9/100+160.2/2000)=24.7\ \Omega\). The increase of 12 to 13 \(\Omega\) belongs to the column, not to the bottom layer, but it matters for the via as a whole.

## (e) Interfaces and very thin layers

**Question.** Electrons may also be reflected where copper meets the barrier. Estimate the extra resistance of the two interfaces, taking a transmission probability \(T=0.5\) at each and a free-electron density \(n=85\ \mathrm{nm^{-3}}\), a rough value for copper. Then judge whether a local resistivity is reasonable in a layer 3 nm thick.

**Answer.** Counting two spin states for each allowed wave vector up to the Fermi wave number \(k_{\rm F}\) gives

\[
n=\frac{2}{(2\pi)^3}\frac{4\pi k_{\rm F}^3}{3}
=\frac{k_{\rm F}^3}{3\pi^2},
\qquad
k_{\rm F}=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}} .
\]

The transverse wave vectors of electrons at the Fermi energy fill a disc of area \(\pi k_{\rm F}^2\). An opening of area \(A\) therefore has

\[
M=\frac{A}{(2\pi)^2}\pi k_{\rm F}^2
=\frac{Ak_{\rm F}^2}{4\pi}
\]

transverse modes. In one mode and one spin state, electrons in an energy interval \(dE\) carry current \(ev\,dk/(2\pi)=e\,dE/h\), because \(v=dE/(\hbar\,dk)\). A voltage \(V\) opens an interval \(eV\), giving current \(e^2V/h\). With two spins, the conductance per fully transmitting mode is \(2e^2/h\).

The ballistic resistance multiplied by area is therefore

\[
a_{\rm S}=\frac{A}{M}\frac{h}{2e^2}
=\frac{h}{2e^2}\frac{4\pi}{k_{\rm F}^2}
=877\ \Omega\,\mathrm{nm^2}.
\]

An interface of mean transmission \(T\) has resistance \(a_{\rm S}/(AT)\) in this counting. A perfectly transparent interface would give \(a_{\rm S}/A\), although it scatters nothing. The part due to reflection is the difference:

\[
R_{\rm int}=\frac{a_{\rm S}}{A}\left(\frac1T-1\right).
\]

For two interfaces, assume that phase memory is lost between reflections and that \(T\) is the same for all modes. An electron may cross directly, or after any number of pairs of internal reflections. The total transmission is

\[
T_{12}=T^2\left[1+(1-T)^2+(1-T)^4+\cdots\right]
=\frac{T^2}{1-(1-T)^2}
=\frac{T}{2-T},
\]

and hence

\[
\frac1{T_{12}}-1=\frac{2-T}{T}-1
=\frac{2(1-T)}T
=2\left(\frac1T-1\right).
\]

The two reflection resistances simply add. For \(T=0.5\), each is \(877/314.16=2.79\ \Omega\), and together they give about 5.6 \(\Omega\). This is a size estimate: \(T\) was assumed, and copper's mode count was used on both sides of each interface.

For the second question, let \(\lambda\) be the mean free path. The Drude conductivity, with \(\tau=\lambda/v_{\rm F}\) and \(mv_{\rm F}=\hbar k_{\rm F}\), is

\[
\frac1\rho=\frac{ne^2\tau}{m}
=\frac{ne^2\lambda}{\hbar k_{\rm F}}
=\frac{e^2k_{\rm F}^2\lambda}{3\pi^2\hbar}.
\]

From the expression for \(a_{\rm S}\), with \(h=2\pi\hbar\),

\[
\frac1{a_{\rm S}}=\frac{2e^2}{h}\frac{k_{\rm F}^2}{4\pi}
=\frac{e^2k_{\rm F}^2}{4\pi^2\hbar}.
\]

Dividing the first result by the second gives \(a_{\rm S}/\rho=4\lambda/3\), so

\[
\lambda=\frac{3a_{\rm S}}{4\rho}
=\frac{3\times877}{4\times2000}=0.33\ \mathrm{nm},
\qquad
\frac{\lambda}{t}=0.11 .
\]

On this estimate an electron scatters many times while crossing the layer, which supports the use of a local resistivity. The estimate is crude, since the nitride was given copper's electron density and \(\lambda\) comes out comparable with atomic spacings. At fixed \(\rho\), \(\lambda\) varies as \(n^{-2/3}\). An eight times smaller density would make it four times longer, about 1.3 nm, and the local description would then be less secure.

For the copper, the same formula gives \(\lambda=3\times877/(4\times100)=6.6\) nm. This is not small beside the 10 nm radius of the opening, so the local treatment of current spreading in the copper, used in part (c), is itself approximate.

## (f) From the model to a real via

**Question.** Which assumptions matter most when the 19 \(\Omega\) result is applied to a real via? Include the effect of operation 80 K above the temperature at which \(\rho\) was specified, taking a temperature coefficient of magnitude \(2\times10^{-4}\ \mathrm{K^{-1}}\).

**Answer.** The chosen values are in the rough range of a sputtered tantalum nitride film in a narrow copper via. The film resistivity depends strongly on composition and deposition, and it enters \(R\) directly. A film of 1000 \(\mu\Omega\,\mathrm{cm}\), with the same thickness and opening, would give 95.5 \(\Omega\). Of the changes considered here, this is the largest. A real lined hole also breaks the assumption that the full etched diameter is filled by copper above the barrier; part (d) puts the resulting rise in barrier resistance at about 3.5 \(\Omega\) for a perfectly conducting core and an equipotential lower face. With real copper, the core and the sidewall film share the current, so the total no longer separates cleanly into a copper part and a barrier part. The figure is then only a guide to the size of the effect. Reflection at two interfaces could add about 5.6 \(\Omega\) for the assumed transmission and the full opening. These two corrections should not be added without further calculation, because the lining changes the interface area and the current pattern.

The temperature change is smaller:

\[
|\Delta R|=19.1\times(2\times10^{-4})\times80=0.31\ \Omega .
\]

Its sign is that of the coefficient, which was not specified.

The value of 19 \(\Omega\) is thus the ohmic resistance of the bottom layer when the full 20 nm opening conducts. A measured via resistance would also contain the copper, the interfaces and the spreading of current in the lines. Thinning the barrier lowers its resistance in proportion only while its resistivity and the conducting opening stay the same. In a lined hole of fixed etched diameter, a thinner film also leaves a wider copper core, so at fixed resistivity the resistance falls somewhat faster. The film on the walls must still keep copper out of the insulator, which this calculation does not examine.

## Calculated quantities

```
Barrier thickness: 3.0 nm
Opening diameter: 20.0 nm
Barrier resistivity: 200 microohm cm
Barrier resistivity, converted: 2000 ohm nm
Narrow copper resistivity: 10 microohm cm
Narrow copper resistivity, converted: 100 ohm nm
Resistivity times thickness: 6000 ohm nm^2
Opening area: 314.16 nm^2
Barrier resistance: 19.10 ohm
Copper replaced by barrier: 0.95 ohm
Net increase if copper is replaced: 18.14 ohm
Copper column height for comparison: 40 nm
Copper column resistance: 12.73 ohm
Lower copper radius and thickness in solver: 40 nm
Solver grid step, via on line: 0.50 nm
Solver, via 17 nm copper plus barrier: 27.135 ohm
Solver, via 17 nm copper only: 7.970 ohm
Solver, via 20 nm copper only: 8.925 ohm
Solver, increase by inserted barrier: 19.165 ohm
Solver, increase by replacing copper: 18.210 ohm
Excess over uniform-current net value: 0.0660 ohm
Lined hole, core diameter: 14.0 nm
Lined hole, upper bound: 38.98 ohm
Lined hole, grid 0.25 nm: 22.69 ohm
Lined hole, grid 0.125 nm: 22.65 ohm
Lined hole, increase over headline: 3.55 ohm
Electron density, rough: 85 nm^-3
Fermi wave number: 13.60 nm^-1
Ballistic area resistance: 877 ohm nm^2
Assumed interface transmission: 0.50
Extra resistance per interface: 2.79 ohm
Extra resistance of two interfaces: 5.58 ohm
Mean free path estimate in barrier: 0.33 nm
Mean free path over thickness: 0.11
Assumed temperature coefficient: 2.0e-04 K^-1
Temperature rise in use: 80 K
Size of temperature change in R: 0.31 ohm
Resistance for opening 1 nm narrower: 21.16 ohm
More resistive film: 1000 microohm cm
Resistance with that film: 95.5 ohm
```
